# Parabolic Metal Recession and Interfacial Solute Depletion in Selective Oxidation, part 2

A planar, semi-infinite, single-phase alloy of solvent A and solute B oxidizes selectively: the scale takes up B and no A. The problem is to find the fraction of B left at the metal surface and the limits of its supply.

The coordinate \(x\) runs from the original surface into the metal, the distant alloy is at rest, and \(t\) is time. The atomic fraction of B is \(N(x,t)\), initially \(N_0\) and equal to \(N_i\) at the moving surface \(x=X(t)\). The fluxes \(J_A\) and \(J_B\), in moles per unit area and time, are positive toward increasing \(x\). The interdiffusivity is \(D\). The scale thickness is \(X_s=\sqrt{2k_st}\) and the recession is \(X=\sqrt{2k_ct}\). The alloy's molar volume is \(V_m\), and \(V_{ox}\) is the volume of oxide containing one mole of B.

The absence of A from the scale and the count of B atoms gave

\[
D\left.\frac{\partial N}{\partial x}\right|_{X}
=(1-N_i)\frac{dX}{dt}, \tag{5}
\]

\[
k_c=k_s\left(\frac{V_m}{V_{ox}}\right)^2 . \tag{6}
\]

With \(u=X/(2\sqrt{Dt})=\sqrt{k_c/(2D)}\) and \(\operatorname{erfc}\eta=\frac{2}{\sqrt\pi}\int_\eta^\infty e^{-z^2}\,dz\), the solution is

\[
N(x,t)=N_0-(N_0-N_i)
\frac{\operatorname{erfc}[x/(2\sqrt{Dt})]}
{\operatorname{erfc}u}, \tag{8}
\]

\[
\left.\frac{\partial N}{\partial x}\right|_X
=\frac{(N_0-N_i)e^{-u^2}}
{\sqrt{\pi Dt}\,\operatorname{erfc}u}, \tag{9}
\]

\[
\frac{dX}{dt}=2u\sqrt D\,\frac{1}{2\sqrt t}
=u\sqrt{\frac Dt}. \tag{10}
\]

The B deficit in the remaining metal, \(\Delta=\int_X^\infty(N_0-N)\,dx\), satisfies

\[
\Delta=(1-N_0)X,\qquad N_0X+\Delta=X. \tag{14}
\]

A finite-volume calculation, which treats A as conserved atoms ahead of a moving impermeable wall, agreed with this solution to within \(3.2\times10^{-6}\) in atomic fraction.

## Supply limit, magnitude and range of validity

The symbols carried forward are the initial and surface fractions of B, \(N_0\) and \(N_i\); the interdiffusivity \(D\); the scale thickness \(X_s=\sqrt{2k_st}\); and the metal recession \(X=\sqrt{2k_ct}\). With molar volumes \(V_m\) for the alloy and \(V_{ox}\) for oxide containing one mole of B, \(k_c=k_s(V_m/V_{ox})^2\). For \(u=\sqrt{k_c/(2D)}\), the first half obtained

\[
\frac{N_0-N_i}{1-N_i}=F(u)=\sqrt\pi\,u\,e^{u^2}\operatorname{erfc}u,
\qquad
1-N_i=\frac{1-N_0}{1-F}. \tag{15}
\]

The behaviour of \(F\) is clearest in an integral form. The definition of the complementary error function gives

\[
F(u)=2u\,e^{u^2}\int_u^\infty e^{-z^2}\,dz .
\]

Set \(z=u+w\). Then \(z^2=u^2+2uw+w^2\), and the factor \(e^{u^2}\) cancels. The further substitution \(s=2uw\), with \(dw=ds/(2u)\), yields

\[
F(u)=2u\int_0^\infty e^{-2uw-w^2}\,dw
=\int_0^\infty
\exp\left(-s-\frac{s^2}{4u^2}\right)ds . \tag{16}
\]

For positive \(u\), the last integrand is positive and smaller than \(e^{-s}\) for every \(s>0\). Thus \(0<F<1\). Increasing \(u\) increases the integrand at every \(s>0\), so \(F\) rises steadily with \(u\). At fixed \(N_0\), equation (15) then shows that \(N_i\) falls as the recession becomes faster relative to diffusion.

A physical surface fraction cannot be negative. Since \(1-F>0\), the condition \(N_i\ge0\) is

\[
N_0\ge F(u). \tag{17}
\]

Because \(F\) rises from zero toward one, there is one value \(u_{\max}\) satisfying \(F(u_{\max})=N_0\). It sets the largest parabolic constants that the alloy can supply:

\[
k_{c,\max}=2Du_{\max}^2,\qquad
k_{s,\max}=2Du_{\max}^2
\left(\frac{V_{ox}}{V_m}\right)^2 . \tag{18}
\]

If the scale itself could grow faster, the assumed exclusive parabolic growth at that faster rate would be impossible. Equation (17) is a supply condition and does not show that an exclusive scale will form. If the solvent's oxide becomes stable when the surface fraction falls below some \(N_*\), the condition is \(N_i\ge N_*\). Inserting \(N_i=(N_0-F)/(1-F)\) and rearranging gives the stronger requirement \(N_0\ge F+(1-F)N_*\). Oxygen entering the metal can also form internal oxide before a continuous scale is established, a competition absent from the model.

For slow recession, expand the factors in \(F\):

\[
e^{u^2}=1+u^2+O(u^4),\qquad
\operatorname{erfc}u=1-\frac{2u}{\sqrt\pi}+O(u^3).
\]

Their product is \(1-2u/\sqrt\pi+u^2+O(u^3)\), and multiplication by \(\sqrt\pi\,u\) gives

\[
F=\sqrt\pi\,u-2u^2+\sqrt\pi\,u^3+O(u^4). \tag{19}
\]

From equation (15), \(N_i=N_0-(1-N_0)F/(1-F)\). Since \(F/(1-F)=F+F^2+O(F^3)\) and \(F^2=\pi u^2+O(u^3)\),

\[
N_i=N_0-(1-N_0)
\left[\sqrt\pi\,u+(\pi-2)u^2\right]+O(u^3). \tag{20}
\]

It is instructive to compare this with an estimate that fixes the surface at \(x=0\) but draws the same B flux into the scale. The profile then has surface gradient \((N_0-N_i)/\sqrt{\pi Dt}\), obtained from equation (9) by setting its \(u\) to zero. Diffusion must provide the full demand, so \(D\,\partial N/\partial x=dX/dt=u\sqrt{D/t}\). The fixed-surface result is

\[
N_{i,\mathrm{fixed}}=N_0-\sqrt\pi\,u . \tag{21}
\]

Equations (20) and (21) differ already at first order, by the factor \(1-N_0\). Its origin is the atom count (14): a fraction \(N_0\) of the demand is matched by B from the consumed layer, which the fixed-surface picture leaves out. As \(u\) tends to zero at fixed \(N_0\), both estimates of \(N_i\) tend to \(N_0\). The relative error of the fixed-surface depletion \(N_0-N_i\), measured against the moving-surface depletion, does not vanish but tends to \(N_0/(1-N_0)\). It is small only if the solute is also dilute.

The direction of the difference can be established beyond small \(u\). In equation (16), dropping the positive term \(2uw\) from the exponent gives \(F<2u\int_0^\infty e^{-w^2}dw=\sqrt\pi\,u\). For \(N_i\ge0\), equation (15) gives \(N_0-N_i=(1-N_i)F\le F<\sqrt\pi\,u\). At fixed \(N_0\), \(D\) and \(k_c\), the fixed-surface estimate thus overstates the depletion throughout the permitted range.

For fast recession, let \(q=s^2/(4u^2)\) in equation (16). The inequalities \(1-q\le e^{-q}\le1-q+q^2/2\), with \(\int_0^\infty s^2e^{-s}ds=2\) and \(\int_0^\infty s^4e^{-s}ds=24\), give

\[
1-\frac{1}{2u^2}\le F(u)\le
1-\frac{1}{2u^2}+\frac{3}{4u^4}. \tag{22}
\]

The supply condition then requires \(1-N_0\le1-F\), which is about \(1/(2u^2)\). Rapid recession can be sustained when the alloy is nearly pure B, because little A remains to be pushed inward.

A numerical example uses round, rough parameters in the regime of a chromia scale on a nickel–chromium alloy near 1300 K. Take \(N_0=0.22\), \(D=1.0\times10^{-11}\ \mathrm{cm^2/s}\), \(k_s=5.0\times10^{-13}\ \mathrm{cm^2/s}\) and an exposure of 100 h. The partial molar volumes are 6.60 cm³/mol for A and 7.20 cm³/mol for B, while \(V_{ox}=14.60\) cm³/mol. The constant alloy volume is set to its initial value,

\[
V_m=0.78(6.60)+0.22(7.20)=6.732\ \mathrm{cm^3/mol}.
\]

Equation (6) gives

\[
k_c=5.0\times10^{-13}
\left(\frac{6.732}{14.60}\right)^2
=1.063\times10^{-13}\ \mathrm{cm^2/s}.
\]

After 100 h the scale is 6.00 µm thick and the metal has receded by 2.77 µm. The diffusion length \(\sqrt{Dt}\) is 19.0 µm. The corresponding ratio and depletion function are

\[
u=\sqrt{\frac{1.063\times10^{-13}}
{2.0\times10^{-11}}}=0.0729,\qquad F(u)=0.1192 .
\]

The surface fraction is therefore

\[
N_i=\frac{0.2200-0.1192}{1-0.1192}=0.114 .
\]

The surface has lost nearly half of its original solute fraction. At 10 µm from it, the fraction is 0.147, and at 50 µm it is 0.214. The zone of depletion is much thicker than the scale that caused it. The atom count closes: the scale contains 41.1 µmol/cm² of B, and integration of the alloy profile gives the same loss.

The fixed-surface estimate is \(0.2200-0.1292=0.091\), about 21% below the moving-surface value, relative to the latter. Equation (20) gives 0.114, so its first two orders suffice here. A further estimate, \(N_0-F=0.101\), results if the surface moves but the factor \(1-N_i\) is replaced by one. It asks diffusion to supply the entire scale and leaves the overtaken B out of the balance.

For this alloy, \(F(u_{\max})=0.22\) gives \(u_{\max}=0.145\), and equation (18) gives \(k_{s,\max}=1.98\times10^{-12}\ \mathrm{cm^2/s}\). The chosen scale constant is about one quarter of that limit. With \(D\) and the volumes held fixed, a fourfold increase in \(k_s\) would therefore exhaust the surface supply. At the chosen \(k_s\), on the other hand, the minimum initial fraction is \(F(u)=0.119\).

The sensitivity to smaller changes follows by differentiating \(F\). The derivatives of its three factors give

\[
\frac{dF}{du}=\frac Fu+2uF-2u,
\qquad
\frac{dF}{d\ln u}=(1+2u^2)F-2u^2 .
\]

Differentiating equation (15) at fixed \(N_0\), and using \(d\ln u=\tfrac12\,d\ln(k_s/D)\) at fixed volumes, yields

\[
\frac{dN_i}{d\ln(k_s/D)}
=-\frac{1-N_0}{2(1-F)^2}
\left[(1+2u^2)F-2u^2\right]. \tag{23}
\]

For the example this derivative is about \(-0.055\). A 10% increase in \(k_s/D\) lowers \(N_i\) by about 0.005. This gives a scale against which the neglected effects can be judged, each being introduced alone.

The first is a composition-dependent interdiffusivity. Suppose it falls linearly from \(D\) in the original alloy to \(D/2\) at zero B. The conserved-atom calculation then gives \(N_i=0.104\). Slower transport in the depleted metal lowers the surface fraction by about 0.011.

Unequal atomic volumes can be included without changing the form of the law. Let \(V_A\) and \(V_B\) be constant partial molar volumes, \(c_A\) and \(c_B\) the concentrations, and \(\phi=V_Bc_B\) the volume fraction of B. Because \(V_Ac_A+V_Bc_B=1\), the two conservation equations imply that \(V_AJ_A+V_BJ_B\) is uniform. It vanishes in the distant alloy and therefore everywhere. With \(J_B=-D\,\partial c_B/\partial x\), \(\phi\) obeys the diffusion equation. Zero loss of A at the surface now reads

\[
\frac{1-\phi_i}{V_A}\frac{dX}{dt}=J_A
=-\frac{V_B}{V_A}J_B
=\frac{D}{V_A}\left.\frac{\partial\phi}{\partial x}\right|_X .
\]

After multiplication by \(V_A\), this is equation (5) with \(N\) replaced by \(\phi\). The rate of B loss is \([\phi_i\,dX/dt+D\,\partial\phi/\partial x]/V_B=(dX/dt)/V_B\), so \(X=(V_B/V_{ox})X_s\). The law (15) consequently holds for volume fractions with this recession. Conversion back to atomic fraction gives \(N_i=0.115\), a change below 0.001.

Grain boundaries provide a faster path. For boundary width 0.5 nm and grain size 50 µm, a rough boundary volume fraction is \(3(0.5)/(50\,000)=3\times10^{-5}\), with both lengths expressed in nanometres. If boundary diffusion is \(10^4\) times faster than lattice diffusion, volume averaging with every boundary counted as aligned with the flux raises \(D\) by a factor of 1.30 and gives \(N_i=0.128\). This is the upper estimate within such averaging. In cubic grains with faces parallel to the surface, one third of the boundary area carries no flux toward the scale, which reduces the factor to 1.20 and \(N_i\) to 0.124. The averaging presumes a diffusion length larger than the grain size. Here 19 µm is smaller than 50 µm, so the result indicates a size and is not a reliable correction. The surface fraction is then not uniform. The gain is concentrated near the boundaries, and at the middle of a grain, 25 µm from them, where supply is poorest, it is less than half of the averaged value.

The scale constant may itself depend on \(N_i\). For the reaction \(\mathrm B+\tfrac34\mathrm O_2=\mathrm{BO}_{1.5}\), equilibrium at the metal surface keeps \(a_Bp^{3/4}\) constant, where \(a_B\) is the activity of B and \(p\) the oxygen pressure. For an ideal alloy \(a_B=N_i\), so \(p=p_{\mathrm{pure}}N_i^{-4/3}\). If scale transport is independent of oxygen pressure, its driving force is proportional to \(\ln(p_{\mathrm{gas}}/p)\). Relative to growth on pure B,

\[
\frac{k_s}{k_{s,\mathrm{pure}}}
=1+\frac{4\ln N_i}{3\ln(p_{\mathrm{gas}}/p_{\mathrm{pure}})} . \tag{24}
\]

For rough pressures of 150 Torr in the gas and \(10^{-18}\) Torr at pure B, and with the example's \(k_s\) assigned to pure B, equations (15) and (24) together give a factor of 0.939 and \(N_i=0.118\). Under this transport assumption the feedback is weak because the logarithm of the pressure ratio is large. The conclusion does not carry over to every scale. If triply charged metal interstitials carry the growth, their concentration varies as \(p^{-3/16}\), so \(k_s\) is nearly proportional to \(N_i^{1/4}\). Equation (15) then gives a factor of about 0.61 and \(N_i\approx0.138\).

Temperature enters through \(u\propto\sqrt{k_s/D}\). With rough activation energies of 2.60 eV for \(k_s\) and 2.80 eV for \(D\), and with volumes fixed, cooling to 1100 K raises \(u\) to 0.086 and lowers \(N_i\) to 0.095. Diffusion slows more than scale growth in this choice of parameters. Reversing the order of the activation energies would reverse the trend.

Finite thickness and evaporation limit the duration of the parabolic solution. In a sheet with half-thickness 500 µm, four diffusion lengths reach the midplane after 4340 h, so the 100 h example is well within the semi-infinite regime. The scale grows at \(X_s/(2t)=30\) nm/h at the end of that exposure. Evaporation at 3 nm/h would already be one tenth of this rate. A constant evaporation rate becomes more important as growth slows, and \(N_i\) then need not remain constant.

For chromia on nickel–chromium alloys, a scale several micrometres thick after 100 h near 1300 K is a reasonable rough magnitude, but growth constants vary strongly with alloy and atmosphere. None of the chosen values is meant as an extreme case. Real alloys depart from the assumption of one constant lattice diffusivity: in the estimates above, a diffusivity assumed to halve at zero B moves \(N_i\) by about \(-0.011\), while one that rose toward zero B would move it upward; volume averaging over grain boundaries gives \(+0.010\) to \(+0.014\), which overstates the gain at the middle of a grain. Early oxide containing nickel also violates the assumption of no A in the scale, and its effect has not been sized. The fraction 0.119 is accordingly a supply minimum at the stated \(k_s\), \(D\) and volumes, not a composition that guarantees protection. The numerical output below gives the remaining digits.

## Computed values

```
INPUTS (rough model values)
temperature = 1300 K
initial solute fraction N0 = 0.220
interdiffusivity D = 1.00e-11 cm2/s
scale constant ks = 5.00e-13 cm2/s
exposure time = 100 h
partial volume of A = 6.60 cm3/mol
partial volume of B = 7.20 cm3/mol
alloy molar volume = 6.732 cm3/mol
oxide volume per mole B = 14.60 cm3/mol
RESULTS
recession constant kc = 1.0630e-13 cm2/s
scale thickness = 6.000 um
metal recession = 2.767 um
diffusion length sqrt(Dt) = 18.974 um
u = 0.07291 (dimensionless)
sqrt(pi) u = 0.12922 (dimensionless)
F(u), minimum N0 = 0.11924 (fraction)
surface fraction Ni = 0.11440 (fraction)
finite-volume Ni = 0.11440 (fraction)
largest finite-volume error = 3.2e-06 (fraction)
fixed-surface estimate = 0.09078 (fraction)
incorrect N0-F = 0.10076 (fraction)
second-order small-u Ni = 0.11447 (fraction)
N at 10 um from surface = 0.14703 (fraction)
N at 50 um from surface = 0.21433 (fraction)
B in scale = 41.0959 umol/cm2
B lost by alloy = 41.0959 umol/cm2
supply-limit u_max = 0.14514 (dimensionless)
supply-limit kc = 4.2130e-13 cm2/s
supply-limit ks = 1.9816e-12 cm2/s
NEGLECTED EFFECTS (each alone)
D halved at zero B: Ni = 0.10381 (fraction)
unequal volumes: Ni = 0.11505 (fraction)
boundary width = 0.5 nm
grain size = 50 um
boundary/lattice D ratio = 1.0e+04
averaged D / lattice D = 1.3000
with grain boundaries: Ni = 0.12791 (fraction)
oxygen pressure in gas = 150 Torr
oxygen pressure at pure B = 1.0e-18 Torr
activity factor on ks = 0.9386
with activity feedback: Ni = 0.11784 (fraction)
activation energy of ks = 2.60 eV
activation energy of D = 2.80 eV
u at 1100 K = 0.08575 (dimensionless)
Ni at 1100 K = 0.09478 (fraction)
sheet half-thickness = 500 um
time for 4 sqrt(Dt) to reach midplane = 4340 h
scale growth rate at end = 30.00 nm/h
```
